# Diffusivity of bond-centre hydrogen in silicon and its isotope ratio: test program

```python
"""Hydrogen hopping between neighbouring bond-centre (BC) sites of silicon.
Result under test: D = Gamma * a**2 / 48, the same in every direction.
  a     : cubic lattice constant
  Gamma : total rate of completed hops out of one site (six equal exits)
  D     : diffusivity, defined by <x^2> = 2 D t
Geometry is held in integer units of a/8; random walks use a = 1, Gamma = 1.
Further tests: hop memory, traps, and harmonic rates of H and deuterium."""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import expm_multiply
from scipy.spatial import cKDTree

# ---------- crystal, bonds and bond centres found by distance search ----------
cells = np.array(list(itertools.product(range(-6, 7), repeat=3))) * 8
fcc = np.array([[0, 0, 0], [0, 4, 4], [4, 0, 4], [4, 4, 0]])
sub_a = (cells[:, None, :] + fcc[None, :, :]).reshape(-1, 3)
atoms = np.vstack([sub_a, sub_a + 2])
bonds = cKDTree(atoms).query_pairs(3.6, output_type="ndarray")
sites = (atoms[bonds[:, 0]] + atoms[bonds[:, 1]]) // 2
centre = np.array([1, 1, 1])
sites = sites[np.linalg.norm(sites - centre, axis=1) <= 41]
tree = cKDTree(sites)
shell = tree.query(centre, k=8)[0] / 8
assert np.allclose(shell[1:7], np.sqrt(1 / 8)) and shell[7] > 1.5 * shell[1]

# ---------- symmetry operations about one bond centre ----------
near = atoms[np.linalg.norm(atoms - centre, axis=1) < 10] - centre
near_set = set(map(tuple, near.tolist()))
operations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        op = np.zeros((3, 3), dtype=int)
        op[range(3), perm] = signs
        if set(map(tuple, (near @ op.T).tolist())) == near_set:
            operations.append(op)
hops = [sites[n] - centre for n in tree.query_ball_point(centre, 3.0)
        if np.any(sites[n] != centre)]
orbit = {tuple((op @ hops[0]).tolist()) for op in operations}
assert orbit == {tuple(h.tolist()) for h in hops} and len(orbit) == 6

# ---------- periodic cubic cell: list of (from, to, displacement) ----------
in_cell = sites[np.all((sites >= 0) & (sites < 8), axis=1)]
label = {tuple(s.tolist()): n for n, s in enumerate(in_cell)}
n_sites = len(in_cell)
moves = []
for n, s in enumerate(in_cell):
    for m in tree.query_ball_point(s, 3.0):
        step = sites[m] - s
        if np.any(step != 0):
            target = label[tuple((sites[m] % 8).tolist())]
            moves.append((n, target, step / 8))
assert n_sites == 16 and len(moves) == 96
for n in range(n_sites):
    assert np.allclose(sum(d for i, j, d in moves if i == n), 0)


def slow_diffusivity(size, jumps, direction):
    """D from the slowest Bloch eigenvalue; jumps = (from, to, rate, step)."""
    k_size = 0.005
    k_vec = k_size * np.array(direction) / np.linalg.norm(direction)
    generator = np.zeros((size, size), dtype=complex)
    for i, j, rate, step in jumps:
        generator[j, i] += rate * np.exp(-1j * (k_vec @ step))
        generator[i, i] -= rate
    return -np.max(np.linalg.eigvals(generator).real) / k_size**2


directions = [(1, 0, 0), (1, 1, 0), (1, 1, 1), (1, -2, 4)]
plain = [(i, j, 1 / 6, d) for i, j, d in moves]
d_bloch = [slow_diffusivity(n_sites, plain, u) for u in directions]
assert np.allclose(d_bloch, 1 / 48, rtol=1e-4)

# ---------- master equation on a large cluster, start on a [111] bond ----------
pairs = tree.query_pairs(3.0, output_type="ndarray")
rows = np.concatenate([pairs[:, 0], pairs[:, 1]])
cols = np.concatenate([pairs[:, 1], pairs[:, 0]])
n_all = len(sites)
gain = coo_matrix((np.full(len(rows), 1 / 6), (rows, cols)),
                  shape=(n_all, n_all)).tocsr()
master = (gain - diags(np.asarray(gain.sum(axis=0)).ravel())).tocsr()
start = np.zeros(n_all)
start[tree.query(centre)[1]] = 1.0
x, y, z = ((sites - centre) / 8).T
cluster = []
for time in (0.3, 2.0):
    prob = expm_multiply(master * time, start)
    xx, yy, zz, xy = (prob @ f for f in (x * x, y * y, z * z, x * y))
    assert np.allclose([xx, yy, zz], time / 24, atol=1e-6)
    assert abs(xy - (1 - np.exp(-4 * time / 3)) / 64) < 1e-6
    cluster.append((time, xx, xy))

# ---------- hop memory: extra chance q to reverse (-1) or repeat (+1) ----------
q_test = 0.2
for sign in (-1, 1):
    chain = []
    for e, (_, here, last) in enumerate(moves):
        for f, (origin, _, step) in enumerate(moves):
            if origin == here:
                extra = q_test * np.allclose(step, sign * last)
                chain.append((e, f, (1 - q_test) / 6 + extra, step))
    d_memory = slow_diffusivity(len(moves), chain, (1, -2, 4))
    expected = (1 + sign * q_test) / (1 - sign * q_test) / 48
    assert abs(d_memory / expected - 1) < 1e-3

# ---------- traps: one site in 16 with escape slowed by a factor 50 ----------
slowing = 50.0
trapped = [(i, j, (1 / slowing if i == 0 else 1) / 6, d) for i, j, d in moves]
for u in directions:
    d_trap = slow_diffusivity(n_sites, trapped, u)
    assert abs(d_trap * 48 * (1 + (slowing - 1) / 16) - 1) < 1e-3

# ---------- example: positive hydrogen during a forming-gas anneal ----------
a_m = const.physical_constants["lattice parameter of silicon"][0]
a_cm = a_m * 100
temperature, barrier_ev, anneal_s = 673.0, 0.5, 1800.0
kt_j = const.k * temperature
kt_ev = kt_j / const.e
well = np.array([60e12, 10e12, 10e12])
saddle = np.array([30e12, 10e12])
unstable = 20e12
mass_ratio = const.physical_constants["deuteron-proton mass ratio"][0]
prefactor = np.prod(well) / np.prod(saddle)
boltzmann = np.exp(-barrier_ev / kt_ev)
gamma_h = 6 * prefactor * boltzmann
gamma_d = gamma_h / np.sqrt(mass_ratio)
diff_h, diff_d = (g * a_cm**2 / 48 for g in (gamma_h, gamma_d))
spread_h, spread_d = (10 * np.sqrt(2 * d * anneal_s) for d in (diff_h, diff_d))

# classical prefactor from configuration integrals; both isotopes share springs
grid = np.linspace(-400e-12, 400e-12, 40001)


def config_integral(freq):
    spring = const.m_p * (2 * np.pi * freq)**2
    return np.sum(np.exp(-spring * grid**2 / (2 * kt_j))) * (grid[1] - grid[0])


ratio_config = (np.prod([config_integral(f) for f in saddle])
                / np.prod([config_integral(f) for f in well]))
for mass, gamma in ((const.m_p, gamma_h), (const.m_p * mass_ratio, gamma_d)):
    flux_rate = np.sqrt(kt_j / (2 * np.pi * mass)) * ratio_config * boltzmann
    assert abs(6 * flux_rate / gamma - 1) < 1e-6


# ---------- quantum vibration and tunnelling through a parabolic barrier ----------
def quantum_factors(scale):
    """Vibration factor and tunnelling factor; frequencies times scale."""
    half = const.h * scale / (2 * kt_j)
    vib = (np.prod(np.sinh(half * well) / (half * well))
           / np.prod(np.sinh(half * saddle) / (half * saddle)))
    return vib, half * unstable / np.sin(half * unstable)


def quantum_factors_direct(scale):
    """The same from sums over levels and an integral over energy."""
    levels = np.arange(400) + 0.5

    def level_ratio(freq):
        quantum = const.h * freq * scale / kt_j
        return np.sum(np.exp(-levels * quantum)) * quantum
    vib = (np.prod([level_ratio(f) for f in saddle])
           / np.prod([level_ratio(f) for f in well]))
    u = const.h * unstable * scale / kt_j
    tunnel = quad(lambda e: np.exp(-e) / (1 + np.exp(-2 * np.pi * e / u)),
                  -barrier_ev / kt_ev, 50, limit=400, points=[0, 5])[0]
    return vib, tunnel


scale_d = 1 / np.sqrt(mass_ratio)
vib_h, tun_h = quantum_factors(1.0)
vib_d, tun_d = quantum_factors(scale_d)
assert np.allclose(quantum_factors_direct(1.0), (vib_h, tun_h), rtol=1e-6)
assert np.allclose(quantum_factors_direct(scale_d), (vib_d, tun_d), rtol=1e-6)

# ---------- sizes of the other neglected effects ----------
relax_s = 1e-12
q_memory = 1 - np.exp(-gamma_h * relax_s)
site_density = n_sites / a_cm**3
binding_ev = 0.7
expansion, room = 4e-6, 293.0
area_change = (1 + expansion * (temperature - room))**2 - 1

print(f"BC sites per cubic cell: {n_sites}")
print(f"nearest BC neighbours: {len(hops)}")
print(f"symmetry operations at a BC site: {len(operations)}")
print(f"hop length: {shell[1]:.5f} a; next shell: {shell[7]:.5f} a")
for u, value in zip(directions, d_bloch):
    print(f"Gamma a^2 / D from Bloch eigenvalue along {u}: {1 / value:.4f}")
for time, xx, xy in cluster:
    print(f"cluster, Gamma t = {time}: <x^2> = {xx:.6f} a^2, <xy> = {xy:.6f} a^2")
print(f"lattice constant: {a_m * 1e9:.4f} nm")
print(f"hop length: {shell[1] * a_m * 1e9:.4f} nm")
print(f"a^2/48: {a_cm**2 / 48:.4e} cm^2")
print(f"temperature: {temperature:.0f} K; kT: {kt_ev:.5f} eV")
print(f"barrier: {barrier_ev} eV; Boltzmann factor: {boltzmann:.4e}")
print(f"well frequencies: {well / 1e12} THz")
print(f"saddle frequencies: {saddle / 1e12} THz")
print(f"unstable-mode frequency: {unstable / 1e12:.0f} THz")
print(f"prefactor per exit: {prefactor:.3e} 1/s")
print(f"rate per exit, H: {gamma_h / 6:.4e} 1/s")
print(f"total escape rate, H: {gamma_h:.4e} 1/s")
print(f"residence time, H: {1e12 / gamma_h:.2f} ps")
print(f"diffusivity, H: {diff_h:.4e} cm^2/s = {diff_h * 1e-4:.4e} m^2/s")
print(f"anneal time: {anneal_s:.0f} s")
print(f"rms spread along one axis, H: {spread_h:.3f} mm")
print(f"deuteron/proton mass ratio: {mass_ratio:.5f}")
print(f"total escape rate, deuterium: {gamma_d:.4e} 1/s")
print(f"diffusivity, deuterium: {diff_d:.4e} cm^2/s")
print(f"rms spread along one axis, deuterium: {spread_d:.3f} mm")
print(f"classical H/deuterium ratio of D: {diff_h / diff_d:.4f}")
print(f"quantum vibration factor: H {vib_h:.3f}, deuterium {vib_d:.3f}")
print(f"tunnelling factor: H {tun_h:.3f}, deuterium {tun_d:.3f}")
print(f"total quantum factor: H {vib_h * tun_h:.3f}, deuterium {vib_d * tun_d:.3f}")
print(f"diffusivity with quantum factor, H: {diff_h * vib_h * tun_h:.3e} cm^2/s")
print(f"diffusivity with quantum factor, deuterium: "
      f"{diff_d * vib_d * tun_d:.3e} cm^2/s")
print(f"H/deuterium ratio with quantum factors: "
      f"{diff_h * vib_h * tun_h / (diff_d * vib_d * tun_d):.3f}")
print(f"relaxation time: {relax_s * 1e12:.0f} ps; hop chance in it: {q_memory:.4f}")
print(f"memory factor on D: reversing {(1 - q_memory) / (1 + q_memory):.3f}, "
      f"repeating {(1 + q_memory) / (1 - q_memory):.3f}")
print(f"BC site density: {site_density:.3e} 1/cm^3")
print(f"boron binding energy: {binding_ev} eV; trap sites per boron: 4")
for boron in (1e15, 1e17):
    fraction = 4 * boron / site_density
    divisor = 1 + fraction * (np.exp(binding_ev / kt_ev) - 1)
    print(f"boron {boron:.0e} 1/cm^3: trapping divides D by {divisor:.4f}")
print(f"expansion coefficient: {expansion:.0e} 1/K, from {room:.0f} K")
print(f"thermal expansion changes a^2 by: {100 * area_change:.2f} percent")
print("checks complete")
```

Output:

```
BC sites per cubic cell: 16
nearest BC neighbours: 6
symmetry operations at a BC site: 12
hop length: 0.35355 a; next shell: 0.61237 a
Gamma a^2 / D from Bloch eigenvalue along (1, 0, 0): 48.0000
Gamma a^2 / D from Bloch eigenvalue along (1, 1, 0): 48.0000
Gamma a^2 / D from Bloch eigenvalue along (1, 1, 1): 48.0000
Gamma a^2 / D from Bloch eigenvalue along (1, -2, 4): 48.0000
cluster, Gamma t = 0.3: <x^2> = 0.012500 a^2, <xy> = 0.005151 a^2
cluster, Gamma t = 2.0: <x^2> = 0.083333 a^2, <xy> = 0.014539 a^2
lattice constant: 0.5431 nm
hop length: 0.1920 nm
a^2/48: 6.1450e-17 cm^2
temperature: 673 K; kT: 0.05799 eV
barrier: 0.5 eV; Boltzmann factor: 1.8019e-04
well frequencies: [60. 10. 10.] THz
saddle frequencies: [30. 10.] THz
unstable-mode frequency: 20 THz
prefactor per exit: 2.000e+13 1/s
rate per exit, H: 3.6039e+09 1/s
total escape rate, H: 2.1623e+10 1/s
residence time, H: 46.25 ps
diffusivity, H: 1.3287e-06 cm^2/s = 1.3287e-10 m^2/s
anneal time: 1800 s
rms spread along one axis, H: 0.692 mm
deuteron/proton mass ratio: 1.99901
total escape rate, deuterium: 1.5294e+10 1/s
diffusivity, deuterium: 9.3979e-07 cm^2/s
rms spread along one axis, deuterium: 0.582 mm
classical H/deuterium ratio of D: 1.4139
quantum vibration factor: H 1.663, deuterium 1.314
tunnelling factor: H 1.090, deuterium 1.044
total quantum factor: H 1.813, deuterium 1.371
diffusivity with quantum factor, H: 2.409e-06 cm^2/s
diffusivity with quantum factor, deuterium: 1.289e-06 cm^2/s
H/deuterium ratio with quantum factors: 1.870
relaxation time: 1 ps; hop chance in it: 0.0214
memory factor on D: reversing 0.958, repeating 1.044
BC site density: 9.988e+22 1/cm^3
boron binding energy: 0.7 eV; trap sites per boron: 4
boron 1e+15 1/cm^3: trapping divides D by 1.0070
boron 1e+17 1/cm^3: trapping divides D by 1.6991
expansion coefficient: 4e-06 1/K, from 293 K
thermal expansion changes a^2 by: 0.30 percent
checks complete
```
